\section*{The Nyquist Component in Spectral First and Second Derivatives, part 1}

(Sections cited here and not found follow in the second part.)

\section{The first derivative on an even grid}

A plane-wave calculation often needs the gradient of a field held on a real-space grid: the slope of the electron density for a gradient-dependent functional, or the electric field belonging to a potential. The field is Fourier transformed, each coefficient is multiplied by $i$ times its wave number, and the product is transformed back. If the number of grid points is even, one entry of the wave-number array calls for a decision. The highest wave number could be entered there with a plus sign, with a minus sign, or replaced by zero. For the first derivative the entry must be zero if the result is to be real for every real field and the derivative matrix is to be antisymmetric. For the second derivative along one grid direction, the square of the same wave number may stay.

Take a field of period $L$, sampled at $N$ equally spaced points with $N$ even,
\begin{equation}
x_j=\frac{jL}{N},\qquad f_j=f(x_j),\qquad j=0,1,\dots,N-1 .
\end{equation}
The discrete Fourier representation is
\begin{equation}
f_j=\sum_m c_m e^{ik_mx_j},\qquad 
c_m=\frac1N\sum_{j=0}^{N-1} f_j e^{-ik_mx_j},\qquad k_m=\frac{2\pi m}{L},
\end{equation}
where $m$ runs over $N$ consecutive integers. The two formulas are inverse to each other because, for two indices $m$ and $m'$ in this range,
\begin{equation}
\frac1N\sum_{j=0}^{N-1}e^{i(k_m-k_{m'})x_j}
=\frac1N\sum_{j=0}^{N-1}r^j,\qquad r=e^{2\pi i(m-m')/N}.
\end{equation}
For $m=m'$ every term is one and the result is one. For $m\neq m'$ we have $r\neq1$ but $r^N=1$, so the geometric sum $(1-r^N)/(1-r)$ vanishes.

The phase $k_mx_j=2\pi mj/N$ changes by a multiple of $2\pi$ when $m$ changes by $N$. Indices that differ by $N$ therefore describe the same samples; this is aliasing. The indices with $|m|<N/2$ form pairs $m,-m$, apart from $m=0$. They number $N-1$, and one more is needed. It may be called $N/2$ or $-N/2$, since these differ by $N$. With the Nyquist wave number
\begin{equation}
k_N=\frac{2\pi}{L}\,\frac N2=\frac{\pi N}{L},
\end{equation}
where the subscript $N$ stands for Nyquist, the two waves agree at every grid point:
\begin{equation}
e^{ik_Nx_j}=e^{i\pi j}=(-1)^j=e^{-i\pi j}=e^{-ik_Nx_j}.
\end{equation}
Let $n$ denote the column vector with components $n_j=(-1)^j$, the sawtooth. Its coefficient is $c_{N/2}=(n^Tf)/N$, which is real for a real field. The other coefficients of a real field obey $c_{-m}=c_m^*$, as conjugation of their definition shows.

A translation-invariant operation on the grid multiplies each coefficient $c_m$ by a number $d_m$. Inserting the definition of $c_m$ gives its matrix:
\begin{equation}
(Df)_j=\sum_m d_mc_me^{ik_mx_j}=\sum_l D_{jl}f_l,\qquad
D_{jl}=\frac1N\sum_m d_me^{ik_m(x_j-x_l)}.
\end{equation}
Each sampled wave is an eigenvector of $D$ with eigenvalue $d_m$, so two such matrices are equal if and only if all their multipliers are equal. This turns questions about the matrix into questions about the numbers $d_m$.

First consider reality. Complex conjugation gives
\begin{equation}
D_{jl}^*=\frac1N\sum_m d_m^*e^{-ik_m(x_j-x_l)}
=\frac1N\sum_m d_{-m}^*e^{ik_m(x_j-x_l)} .
\end{equation}
In the second step the summation index was renamed from $m$ to $-m$. For the Nyquist term this renaming returns the same term, because its exponential is $(-1)^{j-l}$ with either sign. Hence
\begin{equation}
D\ \text{real}\quad\Longleftrightarrow\quad d_{-m}=d_m^* .
\end{equation}
A real matrix is the same thing as a matrix that sends every real field to a real field: applied to a vector with a single entry equal to one, it returns one of its columns.

Next consider transposition, which exchanges $j$ and $l$ and so reverses the sign of $x_j-x_l$. The same renaming gives
\begin{equation}
(D^T)_{jl}=\frac1N\sum_m d_{-m}e^{ik_m(x_j-x_l)},\qquad
D^T=-D\quad\Longleftrightarrow\quad d_{-m}=-d_m .
\end{equation}
Antisymmetry is the grid form of integration by parts. For two periodic functions, $\int_0^L g f'\,dx=-\int_0^L g'f\,dx$, since the boundary terms cancel; on the grid this reads $g^TDf=-(Dg)^Tf$ for all $f$ and $g$, which is $D^T=-D$.

For a first derivative set $d_m=ik_m$ for $|m|<N/2$. These numbers satisfy both conditions, since $(ik_m)^*=-ik_m=ik_{-m}$. Let $s$ be the remaining Nyquist multiplier. Its partner index is itself, so the conditions become
\begin{equation}
\text{reality: } s=s^*,\qquad\qquad
\text{antisymmetry: } s=-s .
\end{equation}
Reality requires that $s$ be real; it does not by itself require zero. Antisymmetry requires $s=0$, and this value satisfies reality as well. The raw choices $s=ik_N$ and $s=-ik_N$ satisfy neither condition.

A third property combines conjugation with transposition. The Hermitian conjugate $D^\dagger=(D^T)^*$ has multipliers $d_m^*$, so $D^\dagger=-D$ requires every $d_m$ to be imaginary. The raw choices meet this requirement. They give a Hermitian momentum matrix $-i\hbar D$, and a test of Hermiticity alone will not reveal the fault. In the normalized real state $n/\sqrt N$, however, the mean momentum is
\begin{equation}
\frac{n^T(-i\hbar D)n}{N}=-i\hbar s=\pm\hbar k_N\qquad\text{for } s=\pm ik_N .
\end{equation}
A real wave function carries no mean momentum in the continuum, because $-i\hbar\int\psi\psi'dx=-\tfrac{i\hbar}{2}\int(\psi^2)'dx=0$ over a period. The value on the grid is an artefact, and its sign depends on whether the index was stored as $N/2$ or $-N/2$. Reality and anti-Hermiticity together again leave $s=0$, the one number that is both real and imaginary.

The size of the violation follows by adding $D$ and its transpose. Their multipliers are $d_m+d_{-m}$, which cancel for $|m|<N/2$ and give $2s$ at Nyquist. Since $(-1)^{j-l}=n_jn_l$,
\begin{equation}
D+D^T=\frac{2s}{N}\,nn^T,\qquad
f^TDf=\tfrac12f^T(D+D^T)f=\frac sN(n^Tf)^2 .
\end{equation}
The second relation shows what a nonzero real $s$ would do. For transport at constant speed $v$, $\partial f/\partial t=-v\,\partial f/\partial x$, the integral of $f^2$ over a period is conserved. With the matrix in place of the derivative,
\begin{equation}
\frac{d}{dt}(f^Tf)=-2v\,f^TDf=-\frac{2vs}{N}(n^Tf)^2 ,
\end{equation}
so a sawtooth component would decay for $vs>0$ and grow for $vs<0$, although every number stays real. The choice $s=0$ restores the conservation law for the equation discretized in space; the time integrator may still spoil it.

Write $D_1$ for the matrix with $s=0$ and $D_{\mathrm{raw}}$ for one of the raw matrices. They differ by the Nyquist term alone:
\begin{equation}
D_{\mathrm{raw}}f=D_1f+s\,c_{N/2}\,n,\qquad s=\pm ik_N .
\end{equation}
For real $f$ the first term is real and the second is imaginary. Taking the real part of the raw result is therefore equivalent to zeroing the entry, for a first derivative of a real field in one dimension. For a complex field the two parts cannot be separated in this way. The entry is then zeroed before the inverse transform; equivalently, the term $s\,c_{N/2}\,n$ is subtracted afterwards, or the real and imaginary parts of the field are differentiated separately as two real fields. On an odd grid the indices $-(N-1)/2,\dots,(N-1)/2$ pair off completely around $m=0$, where $ik_0=0$, and no correction is needed.

The same conclusion can be read from the functions that pass through the samples. The sawtooth is interpolated by
\begin{equation}
w_\alpha(x)=\alpha e^{ik_Nx}+(1-\alpha)e^{-ik_Nx}
\end{equation}
for every complex number $\alpha$, because both exponentials equal $(-1)^j$ at the grid points. The slope there is
\begin{equation}
w_\alpha'(x_j)=ik_N\left[\alpha-(1-\alpha)\right](-1)^j=ik_N(2\alpha-1)(-1)^j .
\end{equation}
The raw multipliers correspond to $\alpha=1$ and $\alpha=0$, that is, to a single travelling wave. A real interpolant needs $1-\alpha=\alpha^*$, hence $\alpha=\tfrac12+i\beta$ with real $\beta$, and then
\begin{equation}
w_\alpha(x)=\cos k_Nx-2\beta\sin k_Nx,\qquad w_\alpha'(x_j)=-2\beta k_N(-1)^j .
\end{equation}
This is the freedom that reality leaves open: a sine of any amplitude can be added, since it vanishes at all grid points. A nonzero $\beta$ distinguishes left from right although the samples $(-1)^j$ do not. The symmetric choice $\beta=0$ gives $\cos k_Nx$, whose extrema lie on the grid points, so its slope there is zero.

The symmetric choice is also the smoothest member of this family. In the mean of $|w_\alpha'|^2$ over a period the cross terms oscillate as $e^{\pm2ik_Nx}$ and average to zero. With $\alpha=\tfrac12+\gamma$, where $\gamma$ is complex,
\begin{equation}
\overline{|w_\alpha'|^2}=k_N^2\left(|\alpha|^2+|1-\alpha|^2\right)
=k_N^2\left(\tfrac12+2|\gamma|^2\right),
\end{equation}
because the terms linear in $\gamma$ cancel between the two squares. The minimum is at $\gamma=0$. The matrix $D_1$ thus gives the grid-point slopes of the interpolant
\begin{equation}
F(x)=\sum_{|m|<N/2}c_me^{ik_mx}+c_{N/2}\cos k_Nx .
\end{equation}

Zeroing restores the symmetry of the operator. It does not restore a slope that the samples have lost. Suppose the true field contains $A\cos(k_Nx+\varphi)$. Since $\sin k_Nx_j=0$, its samples and its true slopes at the grid points are
\begin{equation}
A\cos\varphi\,(-1)^j\qquad\text{and}\qquad -k_NA\sin\varphi\,(-1)^j .
\end{equation}
The samples contain the product $A\cos\varphi$, while the slope needs $A\sin\varphi$. No rule acting on the samples can supply it.

A model potential shows the sizes. Let
\begin{equation}
V(x)=V_1\sin qx+A\cos(k_Nx+\varphi),\qquad q=\frac{2\pi}{L},
\end{equation}
with $L=0.8$ nm, $N=8$, $V_1=1$ V, $A=0.1$ V and $\varphi=60^\circ$. Then $k_N=8\pi/(0.8\ \mathrm{nm})=31.416\ \mathrm{nm}^{-1}$, and the sampled Nyquist amplitude is $A\cos\varphi=0.05$ V. The true electric field is
\begin{equation}
-\frac{dV}{dx}=-qV_1\cos qx+k_NA\sin(k_Nx+\varphi).
\end{equation}
At $x_0=0$ the first term is $-7.854$ V/nm and the second is $+2.721$ V/nm, which gives $-5.133$ V/nm. The zeroed spectral derivative returns the first term alone, $-7.854$ V/nm. The raw derivative, with the index stored as $-N/2$ and so $s=-ik_N$, adds
\begin{equation}
-s\,A\cos\varphi=ik_NA\cos\varphi=i\,(31.416)(0.05)\ \mathrm{V/nm}=1.571\,i\ \mathrm{V/nm}.
\end{equation}
This imaginary part alternates in sign from point to point, and it does nothing to repair the real part. The missing real field of 2.721 V/nm is 35\% of the smooth field's amplitude, although the Nyquist wave has a tenth of the smooth potential's amplitude; differentiation has enhanced it by $k_N/q=4$, and the fraction $\sin\varphi=0.866$ of the enhanced amplitude appears at the grid points, so that $0.1\times4\times0.866=0.35$. The cure for this loss is a finer grid, on which the wave is no longer at the Nyquist limit.

If a field has no Nyquist component, $c_{N/2}=0$ and the raw and zeroed derivatives agree. A density whose Fourier components all lie strictly inside the grid's range is of this kind, but a nonlinear function of it need not be. On eight points the samples of $1+0.5\cos qx$ have no Nyquist component, while those of its cube root have a Nyquist coefficient of magnitude $4.1\times10^{-4}$. The treatment of that entry therefore matters when such a function is differentiated, even if the density was well represented.

On an even grid, the Nyquist multiplier of the first derivative must be zero if the matrix is to be real and antisymmetric, although this does not recover a slope that the samples have lost. What remains is the second derivative, where the squared Nyquist wave number may stay along one grid direction, and its consequences for kinetic energy and oblique cells.
